# Polar and antipolar oxygen displacements in hafnia, layer by layer

## Problem

Hafnium dioxide in its cubic fluorite structure has cube edge $a$. Put a hafnium atom at the origin, so that the hafnium atoms lie at

$$\mathbf R=\frac a2(l_1,l_2,l_3),\qquad l_1+l_2+l_3\ \text{even}.$$

The primitive cell at each $\mathbf R$ holds two oxygens, at $\mathbf R\pm\frac a4(1,1,1)$. Keep the hafnium atoms fixed and measure all displacements from them. Every displacement in the problem points along $z$.

Two patterns are superposed. The polar pattern moves every oxygen by $+A$. The antipolar pattern has wavevector $\mathbf q=(0,2\pi/a,0)$, moves all oxygens of one plane normal to $y$ together, and moves each oxygen by $A$ in magnitude, with the sign $+$ on the plane $y=a/4$.

(a) Show that such an antipolar pattern exists at this wavevector, and that $\mathbf q$ lies at an X point.

(b) Show that alternate oxygen planes carry doubled displacement and zero displacement.

(c) Suppose that only the plane displacements are known. Recover the two amplitudes, and find what happens when they are unequal.

(d) Find the polarization, and say which oxygens supply it. Take the rough values $a=0.51$ nm, $A=0.025$ nm and an oxygen Born charge $-Ze$ with $Z=2.5$.

## Hints

1. Forget the hafnium for a moment. What lattice do the oxygens form, and what is its spacing along $y$?
2. A wave at $\mathbf q$ multiplies the displacements in the cell at $\mathbf R$ by $\cos(\mathbf q\cdot\mathbf R)$. Nothing requires the two oxygens of one cell to move the same way.
3. In (c), take half the sum and half the difference of neighbouring planes.
4. In (d), count the oxygens in one cube. Then ask what inversion through a hafnium site does to each pattern.

## Solution

### (a) The antipolar wave

The first oxygen of a cell sits at

$$\mathbf R+\frac a4(1,1,1)=\frac a4(1,1,1)+\frac a2(l_1,l_2,l_3),$$

and the second at

$$\mathbf R-\frac a4(1,1,1)=\frac a4(1,1,1)+\frac a2(l_1-1,\,l_2-1,\,l_3-1).$$

Both have the form $\frac a4(1,1,1)+\frac a2(i,n,k)$ with integer $i,n,k$. For the first kind $i+n+k$ is even. For the second it is an even number minus three, which is odd. Together they fill all integer triples, so the oxygens form a simple cubic lattice of spacing $a/2$. Their planes normal to $y$ are at

$$y_n=\frac a4+n\frac a2 .$$

The phase between cells is $\mathbf q\cdot\mathbf R=(2\pi/a)(a l_2/2)=\pi l_2$, so the wave factor is $\cos(\pi l_2)=(-1)^{l_2}$. Since $l_2$ can be odd, $\mathbf q$ is not a reciprocal lattice vector. But $2\mathbf q\cdot\mathbf R=2\pi l_2$, so $2\mathbf q$ is one. The point $(0,2\pi/a,0)$ is the centre of a square face of the face-centred cubic Brillouin zone, which is what the label X denotes.

Let the two oxygens of the cell at the origin have displacements $e_1$ and $e_2$. The first kind has $n=l_2$, and the second has $n=l_2-1$, that is $l_2=n+1$. Hence

$$u^{(1)}=e_1(-1)^{n},\qquad u^{(2)}=e_2(-1)^{n+1}=-e_2(-1)^n .$$

Each plane contains both kinds. They move together if $e_2=-e_1$. With $e_1=A$ the antipolar pattern is

$$u_n^{\rm X}=A(-1)^n .$$

The opposite signs inside the primitive cell are therefore what makes the motion uniform inside a plane: the two oxygens of one cell lie on neighbouring planes.

The same pattern can be written as a continuous wave sampled at the oxygen planes:

$$\sin(qy_n)=\sin\!\left(\frac{\pi}{2}+n\pi\right)=(-1)^n,\qquad \cos(qy_n)=0 .$$

With hafnium at the origin the wave must be a sine, because a cosine has its nodes on the oxygen planes. The sine has its extrema there, so every oxygen moves by the full amplitude. No factor $1/\sqrt2$ separates the peak of the wave from the root-mean-square displacement per atom.

### (b) The superposition

Displacements add as vectors, and here both are along $z$:

$$u_n=A+A(-1)^n=A\left[1+(-1)^n\right].$$

For even $n$ the bracket is $2$, and for odd $n$ it is $0$. Thus

$$u_{\rm even}=2A,\qquad u_{\rm odd}=0 .$$

With $A=0.025$ nm, the planes at $y=0.1275$ nm and $0.6375$ nm move by $0.050$ nm, while those at $0.3825$ nm and $0.8925$ nm stay in place. Neighbouring planes are $a/2=0.255$ nm apart.

The word "zero" depends on the reference. If instead the centre of mass is held fixed, all atoms receive a common shift $s$. For one formula unit, whose two oxygens move by $A$ on average,

$$2m_{\rm O}(A+s)+m_{\rm Hf}s=0
\quad\Longrightarrow\quad
s=-\frac{2m_{\rm O}}{m_{\rm Hf}+2m_{\rm O}}A .$$

With masses of 16.0 and 178.5 atomic mass units, $s=-0.0038$ nm. The quiet oxygens then move by $s$, but so do the hafnium atoms. The distance between them along $z$ is unaffected.

### (c) Amplitudes from the planes

Let the polar amplitude be $P$ and the antipolar amplitude $X$, both lengths. Then

$$u_{\rm even}=P+X,\qquad u_{\rm odd}=P-X .$$

Adding and subtracting gives

$$P=\frac{u_{\rm even}+u_{\rm odd}}2,\qquad
X=\frac{u_{\rm even}-u_{\rm odd}}2 .$$

Planes that carry $(2A,0)$ therefore have $P=X=A$. The argument runs both ways: the alternation of moved and unmoved planes is the same statement as equality of the two amplitudes, given their signs.

The mean square displacement offers a second reading. Averaged over the two plane types it is

$$\frac{(2A)^2+0^2}{2}=2A^2 ,$$

or $0.00125$ nm$^2$ here. This is the sum of $A^2$ from each pattern, since the cross term $2A^2(-1)^n$ averages to zero. The superposition therefore has twice the mean square of either pattern alone, and here all of it falls on half the oxygens.

If $X$ is 10% smaller than $P=A$, the planes carry $1.9A=0.0475$ nm and $0.1A=0.0025$ nm. The quiet planes are no longer at rest, and their residue is $P-X$.

Symmetry does not enforce $P=X$. Every symmetry operation of the cubic crystal turns a uniform displacement into a uniform one, so none can exchange the polar pattern with the antipolar one. Equality is an assumption of the problem. In a real crystal the energy decides how closely it holds.

### (d) Polarization

For displacements small enough that the Born charges stay constant, the polarization is the sum of charge times displacement, divided by volume. The hafnium atoms do not move and contribute nothing. A cube of volume $a^3$ contains eight oxygens, four on even and four on odd planes:

$$P_z^{\rm el}=-\frac{Ze}{a^3}\left(4\cdot 2A+4\cdot 0\right)=-\frac{8ZeA}{a^3}.$$

The superscript distinguishes this polarization from the length $P$. The minus sign says that it points against the displacement of the negative oxygens. Its size is

$$\frac{8(2.5)(1.602\times10^{-19}\,{\rm C})(2.5\times10^{-11}\,{\rm m})}{(5.1\times10^{-10}\,{\rm m})^3}
=0.604\ {\rm C/m^2}=60.4\ \mu{\rm C/cm^2}.$$

In this accounting the even planes supply all of it. Assign to each plane a slab of thickness $a/2$. A slab of area $a^2$ has volume $a^3/2$ and holds four oxygens, so an active slab has

$$\frac{4Ze(2A)}{a^3/2}=\frac{16ZeA}{a^3},$$

twice the mean, or about $121\ \mu$C/cm$^2$. A quiet slab has zero. This contrast puts no bound charge on the boundaries between slabs: their normal is along $y$ and the polarization is along $z$, so its normal component vanishes on both sides.

The antipolar pattern alone has no polarization, because its displacements cancel in pairs of planes. Inversion gives a stronger reason. Inversion through the hafnium at $\mathbf R$ sends $y_n$ to

$$2\cdot\frac{a l_2}{2}-y_n=\frac a4+\frac a2(2l_2-1-n),$$

so plane $n$ goes to plane $n'=2l_2-1-n$, which has the opposite parity. A displacement vector also changes sign. The transformed antipolar pattern is

$$u'_{n'}=-A(-1)^n=A(-1)^{n'} ,$$

the original pattern. Each hafnium site thus remains an inversion centre, and a vector at an inversion centre must vanish. The antipolar pattern therefore exerts no force on the hafnium atoms. The polar pattern changes sign under the same inversion, and its presence removes these centres. With both patterns present the hafnium atoms can feel a uniform force along $z$ and a force along $y$ that alternates as $(-1)^{l_2}$, so holding them fixed is a constraint of the problem, not an equilibrium.

### How the numbers compare with real hafnia

The ferroelectric orthorhombic phase of hafnia does have alternating active and quiet oxygen layers, and the values of $a$, $A$ and $Z$ used here are rough but typical of it. The model's $60\ \mu$C/cm$^2$ belongs to a single domain with its polar axis along the field. Capacitor films are usually polycrystalline, and their remanent polarization is lower, very roughly $20\ \mu$C/cm$^2$. Grain orientation can explain part of such a reduction. If the polar axes are random and each grain can choose between the two directions of its own axis, the mean projection on the field is $\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\tfrac12$, which lowers the model value to about $30\ \mu$C/cm$^2$. Non-polar grains and pinned domains, where present, can lower it further. An error in the Born charge enters in proportion: a 10% change in $Z$ moves the single-domain value by $6\ \mu$C/cm$^2$.

Three further effects limit the meaning of a quiet layer.

**Other frozen displacements.** The real phase also contains oxygen chains displaced along $\pm x$, in antiparallel order. If chains of rough size $0.03$ nm are the only addition to the model, an active oxygen is displaced by $\sqrt{0.050^2+0.030^2}=0.058$ nm in total, and a quiet one by $0.030$ nm. The real phase has further oxygen displacements along $x$ and $y$, of similar size. They add on the active oxygens and partly cancel on the quiet ones: in the isostructural orthorhombic zirconia the totals are roughly $0.09$ nm and $0.02$ nm. The cations also leave their cubic sites along $x$ and $y$, by roughly $0.01$ to $0.02$ nm. The quiet layer is quiet in its $z$ component, not at rest in its cubic position. Of the effects sized here, this is the largest.

**Thermal motion.** Treat an oxygen of mass $m$ as a harmonic oscillator of rough energy $\hbar\omega=40$ meV. Half its mean energy is potential energy, so

$$\frac12m\omega^2\langle u^2\rangle=\frac12\cdot\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_{\rm B}T}
\ \Longrightarrow\
\langle u^2\rangle=\frac{\hbar}{2m\omega}\coth\frac{\hbar\omega}{2k_{\rm B}T}.$$

The root-mean-square value along $z$ is $0.0071$ nm at 300 K and $0.0076$ nm at 358 K (85 °C). At 300 K this is 14% of $2A$. The value depends on the chosen energy: at 300 K it is $0.011$ nm for 25 meV and $0.005$ nm for 70 meV. The zero in part (b) is a mean position.

**The applied field.** The same oscillator has stiffness $m\omega^2=612$ eV/nm$^2$. A field of 2 MV/cm, or $0.2$ V/nm, exerts a force of size $2.5\times0.2=0.5$ eV/nm and shifts the oxygen by $0.5/612=0.0008$ nm, under 2% of $2A$. This stiffness implies an ionic permittivity $8Z^2e^2/(\varepsilon_0a^3m\omega^2)\approx11$. Hafnia is softer, roughly 15 to 25, which would give $0.001$ to $0.002$ nm, or 2 to 4% of $2A$. This estimate concerns small motion about a stable position and does not describe switching.

## Variation 1: reversing the signs

*Let each pattern have either sign. Which states result, and how can the polarization be reversed?*

Insert $P=\pm A$ and $X=\pm A$ into $u_{\rm even}=P+X$ and $u_{\rm odd}=P-X$:

- $P=+A,\ X=+A$ gives $(u_{\rm even},u_{\rm odd})=(2A,0)$.
- $P=+A,\ X=-A$ gives $(0,2A)$.
- $P=-A,\ X=-A$ gives $(-2A,0)$.
- $P=-A,\ X=+A$ gives $(0,-2A)$.

The sign of $P$ fixes the direction of the polarization. The product of the two signs fixes which planes are active.

Starting from $(2A,0)$, there are two states of reversed polarization. Assume first that each oxygen stays near its own cubic site. If $P$ alone changes sign, the final state is $(0,-2A)$: every oxygen moves by $-2A$, and the active and quiet planes exchange roles. If both signs change, the final state is $(-2A,0)$: the active oxygens move by $-4A$, or $0.10$ nm in magnitude, and the quiet ones end where they began. The mean displacement changes by $-2A$ in both cases, so the change of polarization is the same. This change is $+121\ \mu$C/cm$^2$. It holds only if no oxygen crosses a hafnium plane. The state $(-2A,0)$ is also reached when the active oxygens move by $+(a/2-4A)=0.155$ nm through the hafnium plane normal to $z$, each ending at $-2A$ from the next oxygen site. The four active oxygens per cube then end $a/2$ further along $z$. If the path stays insulating and each carries the integer charge $-2e$, the change of polarization differs by $-4e/a^2=-246\ \mu$C/cm$^2$ and becomes about $-126\ \mu$C/cm$^2$. The end states alone fix neither the switched charge nor the path with the lower barrier.

Without a field the four states have equal energy. A lattice translation with odd $l_2$ changes the sign of $X$ and leaves $P$ alone, while inversion through a hafnium site changes the sign of $P$ and leaves $X$ alone. Both are symmetries of the cubic crystal, so $E(P,X)=E(P,-X)=E(-P,X)$. An expansion of the energy in these two amplitudes alone contains even powers of each, and its lowest coupling term is proportional to $P^2X^2$. A term $PX$ is forbidden, so with all other displacements held at zero a small polar displacement exerts no linear force on the antipolar pattern. This changes once the hafnium atoms may move. A hafnium displacement $H(-1)^{l_2}$ along $y$ changes sign under the translation and under the inversion, so a term $PXH$ is allowed. The real phase has such a displacement, and with $H\neq0$ the two patterns do couple linearly.

## Variation 2: the other antipolar pattern at the same wavevector

*Keep $\mathbf q$ and the direction $z$, but let the two oxygens of a primitive cell move the same way, $e_1=e_2=A$. Do layers normal to $y$ still form?*

From part (a), the displacement is now $+A(-1)^n$ on sites with $i+n+k$ even and $-A(-1)^n$ on sites with $i+n+k$ odd. Both cases are contained in

$$u^{\rm X}=A(-1)^{i+n+k}(-1)^n=A(-1)^{i+k},$$

because $(-1)^{2n}=1$. This is a checkerboard within each plane, repeated unchanged from plane to plane along $y$. Adding the polar pattern gives

$$u=A\left[1+(-1)^{i+k}\right].$$

Half the oxygens again carry $2A$ and half carry zero, but both kinds occur in every plane normal to $y$. In a supercell of edge $2a$, each plane has 16 oxygens, of which 8 move. The moved oxygens form columns along $y$ instead of layers normal to it. (Planes normal to $(1,0,1)$, on which $i+k$ is constant, do alternate between $2A$ and zero, but these are not the layers of the problem.) The polarization is still $60.4\ \mu$C/cm$^2$, since the mean displacement is still $A$.

The wavevector and the direction of motion therefore do not suffice to produce alternate layers normal to $y$. The condition in the problem that each plane moves as a whole is needed as well.

Numerical values quoted here were computed with a short program.
